# Threshold shift from electrons trapped at the channel of a ferroelectric transistor

## Problem

An n-channel ferroelectric transistor has a gate stack made of a hafnia film on a thin silicon-oxide interlayer, which in turn lies on p-type silicon. The capacitance per area of the whole stack, from the gate to the silicon surface, is $C=2.00\ \mu\mathrm{F/cm^2}$. After a write pulse, $N=5\times10^{12}$ extra electrons per square centimetre are trapped in a thin sheet at the channel-side face of the stack, where the interlayer meets the silicon.

(a) By how much, and in which direction, does the threshold voltage move?

(b) What changes if the same electrons sit between the hafnia and the interlayer?

Further data: the interlayer is 0.70 nm thick with relative permittivity 3.9, the hafnia is 7.90 nm thick with relative permittivity 30, and the silicon holds $10^{18}$ acceptors per $\mathrm{cm^3}$. Threshold is the gate voltage at which the channel holds $10^{11}$ mobile electrons per $\mathrm{cm^2}$. Without trapped electrons, a classical numerical solution at 300 K, with all acceptors taken as ionized, puts it at $V_G=1.2595$ V, with the silicon surface at $\psi_s=0.9715$ V. The potential is measured from the deep silicon body, and the gate voltage from its flat-band value, at which the silicon is uncharged when no electrons are trapped.

The count $N$ is the extra number present at threshold, compared with the reference state. The remanent polarization of the hafnia is the same in both states. The gate is wide enough for fields to be treated as one-dimensional.

## A tempting solution

The trapped sheet lies between two capacitors. On one side is the stack, with capacitance $C$, leading to the gate. On the other side is the depleted silicon, with some capacitance $C_s$, leading to the body. Gate and body are both held at fixed voltages, so the sheet sees the two capacitors in parallel. A charge $-qN$, where $q>0$ is the elementary charge, therefore changes the surface potential by

$$\delta\psi_s=-\frac{qN}{C+C_s}.$$

To find $C_s$, note that the stack carries the voltage $1.2595-0.9715=0.2880$ V before trapping. The silicon charge per area thus has the size

$$D_{Si}=2.00\times0.2880=0.576\ \mu\mathrm{C/cm^2}.$$

In a depleted layer this charge grows as the square root of the surface potential, $D_{Si}\propto\sqrt{\psi_s}$, so that

$$C_s=\frac{dD_{Si}}{d\psi_s}=\frac{D_{Si}}{2\psi_s}=\frac{0.576}{2\times0.9715}=0.296\ \mu\mathrm{F/cm^2}.$$

The trapped charge has the size $qN=1.6022\times10^{-19}\times5\times10^{12}\ \mathrm{C/cm^2}=0.801\ \mu\mathrm{C/cm^2}$. The surface potential falls by

$$\frac{0.801}{2.00+0.296}=0.349\ \mathrm{V}.$$

The gate must make up for this loss, so the threshold rises by 0.35 V.

## Where it goes wrong

The two-capacitor picture is sound, and so is the direction of the shift. The fault is in the last sentence. The number 0.35 V is a change of **surface potential at fixed gate voltage**. The question asks for a change of **gate voltage at fixed channel density**. One volt on the gate does not move the surface by one volt, because part of it is spent across the stack.

To see how much is spent, take a small gate step $\delta V_G$ with the trapped charge held fixed. If the surface moves by $\delta\psi_s$, the silicon charge grows in size by $C_s\,\delta\psi_s$. The stack must supply the matching displacement, which costs it an extra voltage $C_s\,\delta\psi_s/C$. Hence

$$\delta V_G=\delta\psi_s+\frac{C_s}{C}\,\delta\psi_s=\frac{C+C_s}{C}\,\delta\psi_s .$$

Recovering the lost surface potential $qN/(C+C_s)$ therefore takes

$$\delta V_G=\frac{C+C_s}{C}\cdot\frac{qN}{C+C_s}=\frac{qN}{C}.$$

The silicon capacitance cancels. It weakens the effect of the trapped charge on the surface, and it weakens the effect of the gate by the same factor.

One might suspect that the trouble comes instead from treating a change of a third of a volt as small. The square-root law allows a check without that approximation. It leaves out the channel electrons, but these carry only 0.016 of the $0.576\ \mu\mathrm{C/cm^2}$, and their number falls about 45-fold in the first tenth of a volt of the drop, so they change a drop of this size by only about 2 per cent. Before trapping, the stack voltage is $0.2880\sqrt{\psi_s/0.9715}=0.2922\sqrt{\psi_s}$, with potentials in volts. With the trapped sheet present and the gate still at 1.2595 V, the stack carries an additional $0.801/2.00=0.4005$ V, so

$$\psi_s+0.2922\sqrt{\psi_s}=1.2595-0.4005=0.8590 .$$

This is a quadratic equation for $\sqrt{\psi_s}$, and its positive root is

$$\sqrt{\psi_s}=\frac{-0.2922+\sqrt{0.2922^2+4\times0.8590}}{2}=0.792,$$

which gives $\psi_s=0.628$ V. The surface has dropped by 0.344 V, close to the linear estimate, so linearization is not the main fault. Raising the surface back to 0.9715 V takes this 0.344 V plus the growth of the silicon part of the stack voltage, from $0.2922\times0.792=0.231$ V back to 0.288 V. That growth is 0.057 V, and the total is 0.40 V. The missing piece is the voltage needed to recharge the silicon through the stack.

The linear estimate comes this close because $0.296\ \mu\mathrm{F/cm^2}$ is the capacitance of the depletion layer alone. For a very small step at threshold, the channel electrons add roughly their charge divided by the thermal voltage, $0.016/0.0259\approx0.6\ \mu\mathrm{F/cm^2}$. This part dies out within the first tenth of a volt, so the depletion value suits a drop of a third of a volt better.

## Right solution, part (a)

The cancellation can be shown for shifts of any size, and without the depletion approximation, by comparing the two threshold states directly.

**The silicon side.** Let $x$ point from the gate towards the body, and let $\phi(x)$ be the potential. The electric field is $-d\phi/dx$, and the displacement $D$ is counted positive towards the body. In silicon of uniform doping, at a given temperature, the charge density is taken to be a function $\rho(\phi)$ of the local potential. Poisson's equation reads

$$\varepsilon_{Si}\frac{d^2\phi}{dx^2}=-\rho(\phi).$$

Multiply by $d\phi/dx$. The left side becomes the derivative of $\tfrac12\varepsilon_{Si}(d\phi/dx)^2$. Integrating from the deep body, where $\phi$ and its slope vanish, to a point with potential $\phi$ gives

$$\frac{\varepsilon_{Si}}{2}\left(\frac{d\phi}{dx}\right)^2=-\int_0^{\phi}\rho(\phi')\,d\phi' .$$

For $\phi>0$ the silicon is negatively charged and the right side is positive. The potential falls towards the body, so $D=-\varepsilon_{Si}\,d\phi/dx$ is positive:

$$D(\phi)=\sqrt{-2\varepsilon_{Si}\int_0^{\phi}\rho(\phi')\,d\phi'} .$$

With $\rho=-qN_A$, where $N_A$ is the acceptor density, this becomes $D=\sqrt{2\varepsilon_{Si}qN_A\phi}$, which is the square-root law used above.

The number of mobile electrons per area follows by changing the integration variable from $x$ to $\phi$, with $dx=-\varepsilon_{Si}\,d\phi/D(\phi)$. If $n(\phi)$ is the electron density, the potential range from a small value $\phi_0$ up to the surface contributes

$$n_s=\int_{\phi_0}^{\psi_s}\frac{\varepsilon_{Si}\,n(\phi)}{D(\phi)}\,d\phi .$$

The cut-off $\phi_0$ leaves out the minute electron density of the neutral body, which is not part of the channel. The integrand is positive and does not depend on $\psi_s$, so $n_s$ rises steadily with $\psi_s$. A fixed channel density therefore means a fixed surface potential, and this in turn fixes $D_{Si}=D(\psi_s)$. Both are the same at threshold with and without trapped electrons.

**The trapped sheet.** Gauss's law says that the displacement leaving a thin sheet exceeds the displacement entering it by the sheet's charge per area. Here the sheet charge is $-qN$:

$$D_{Si}-D_{stack}=-qN\quad\Longrightarrow\quad D_{stack}=D_{Si}+qN .$$

The stack must deliver more displacement than the silicon needs, because some field lines from the gate end on the trapped electrons.

**The stack.** In the interlayer the field is $D_{stack}/\varepsilon_{IL}$. In the hafnia, write the displacement as a linear part plus a fixed remanent polarization $P$, counted positive towards the channel: $D_{stack}=\varepsilon_{FE}E_{FE}+P$, so that $E_{FE}=(D_{stack}-P)/\varepsilon_{FE}$. Adding field times thickness for the two layers gives the voltage across the stack:

$$V_G-\psi_s=\frac{D_{stack}-P}{C_{FE}}+\frac{D_{stack}}{C_{IL}},\qquad C_{FE}=\frac{\varepsilon_{FE}}{t_{FE}},\quad C_{IL}=\frac{\varepsilon_{IL}}{t_{IL}} .$$

Since $1/C=1/C_{FE}+1/C_{IL}$, this is

$$V_G=\psi_s+\frac{D_{Si}+qN}{C}-\frac{P}{C_{FE}} .$$

In this equation $V_G$ is counted from the flat-band value for $P=0$. Counting it from the flat-band value at the actual $P$, as in the problem, removes the constant $-P/C_{FE}$ and leaves the difference between the two thresholds unchanged.

**The difference.** At the two thresholds $\psi_s$, $D_{Si}$ and $P$ are equal. Subtracting the equation for $N=0$ leaves

$$\Delta V_T=\frac{qN}{C} .$$

With the numbers,

$$\Delta V_T=\frac{8.01\times10^{-7}\ \mathrm{C/cm^2}}{2.00\times10^{-6}\ \mathrm{F/cm^2}}=0.40\ \mathrm{V},$$

since a coulomb per farad is a volt. The threshold rises: the gate needs extra positive charge to balance the trapped electrons before the channel can fill to the same density.

A numerical solution of Poisson's equation through hafnia, interlayer and silicon, with Boltzmann statistics for the carriers and $P=0$, tests the result. The gate voltage is adjusted until the channel holds $10^{11}$ electrons per $\mathrm{cm^2}$. The threshold moves from 1.2595 V to 1.6601 V, a shift of 0.4005 V, while the surface potential is 0.9715 V in both states. Repeating the comparison with $10^{17}$ acceptors per $\mathrm{cm^3}$ again gives 0.4005 V. This second case separates the two solutions, since $qN/(C+C_s)$ would change with the doping.

Two limits show when the tempting answer comes near the right one. If $C_s\ll C$, as in lightly doped silicon with a wide depletion layer and very few channel electrons, the surface follows the gate almost volt for volt and the two answers merge. If $C_s\gg C$, as in strong inversion with clearly more channel electrons than trapped ones, the trapped charge moves the surface only a little, and the tempting answer falls far below $qN/C$. In a classical Boltzmann model it tends to zero. In a real channel, quantum confinement and degeneracy limit $C_s$ to roughly five times $C$ at 1 to $2\times10^{13}$ electrons per $\mathrm{cm^2}$, so the surface still drops by about 0.07 V, and at the upper end of that range the interlayer field is already near 11 MV/cm. The gate voltage needed to restore a given channel density still changes by $qN/C$.

The relation between $V_G$ and $\psi_s$ is displaced by the same amount at every $\psi_s$ if $N$ is the same at every gate voltage. The whole curve of channel density against gate voltage then slides sideways without changing shape. If traps fill or empty during the sweep, the curve is also distorted, and the $N$ that enters the threshold shift is the number present at threshold.

## Right solution, part (b)

Now place the sheet between hafnia and interlayer. Gauss's law applies at that face instead:

$$D_{IL}=D_{Si},\qquad D_{FE}=D_{Si}+qN .$$

The extra displacement crosses the hafnia and no longer crosses the interlayer. The gate voltage becomes

$$V_G=\psi_s+\frac{D_{Si}+qN-P}{C_{FE}}+\frac{D_{Si}}{C_{IL}}
=\psi_s+\frac{D_{Si}}{C}+\frac{qN}{C_{FE}}-\frac{P}{C_{FE}},$$

and the shift is

$$\Delta V_T=\frac{qN}{C_{FE}}=\frac{0.801}{3.364}=0.24\ \mathrm{V},$$

where $C_{FE}=3.364\ \mu\mathrm{F/cm^2}$. The numerical solution gives the same 0.2382 V as the formula. The difference from part (a) is the voltage that the extra displacement caused in the interlayer, $qN/C_{IL}=0.801/4.933=0.16$ V. An interlayer of less than a nanometre matters this much because its permittivity is low.

Each trapped electron thus counts in proportion to the inverse capacitance between itself and the gate. If the electrons are spread evenly through the hafnia, a slice at distance $x$ from the gate contributes $(qN\,dx/t_{FE})(x/\varepsilon_{FE})$. Integrating from 0 to $t_{FE}$ gives $qNt_{FE}/(2\varepsilon_{FE})=qN/(2C_{FE})$, or 0.12 V. Electrons right at the gate produce no shift. The trapped density and the stack capacitance alone therefore do not settle the answer; the position of the charge is needed too.

## How far the number can be trusted

The layer thicknesses and permittivities lie in the rough range of hafnia ferroelectric transistors. One assumption that needs care is that the polarization stays the same. The equation for $V_G$ shows that a change $\Delta P$ towards the channel moves the threshold by $-\Delta P/C_{FE}$. For $1\ \mu\mathrm{C/cm^2}$ this is $-0.30$ V, enough to reduce the net shift from 0.40 V to 0.10 V. Remanent polarizations of ferroelectric hafnia are roughly $20\ \mu\mathrm{C/cm^2}$, so a change of about five per cent of that value would do it. The trapped electrons also push in this direction: at threshold they add 0.30 MV/cm to the hafnia field, pointing towards the channel, against a coercive field of roughly 1 MV/cm. The addition is well below the coercive field, but it is not negligible for the parts of a film that switch easily. A measured shift therefore gives the trapped charge only if the polarization change is known or shown to be small.

**Breakdown.** At threshold the interlayer field rises from 1.67 to 3.99 MV/cm when the electrons sit at the channel face. Thin silicon oxide breaks down at roughly 10 MV/cm, so reading at threshold stays below that level, provided the reference state holds no trapped electrons. For a given trapped charge the interlayer field at threshold does not depend on $P$, because $D_{stack}=D_{Si}+qN$ does not contain it. The proviso matters in real devices. A polarization of $20\ \mu\mathrm{C/cm^2}$ towards the channel, with no trapped charge to balance it, would leave a field of about 7 MV/cm in the hafnia at threshold, opposed to the polarization and far above the coercive field. Such a state could not persist, so a film that keeps this polarization must have most of it balanced by trapped charge already present in the reference state. Each $\mu\mathrm{C/cm^2}$ of trapped electrons at the channel face adds 2.9 MV/cm to the interlayer field, which can then reach breakdown. The shift $qN/C$ caused by the extra electrons is unaffected as long as the reference charge stays the same. The write pulse is a different condition and is not covered by these figures.

**Tunnelling.** Electrons at the inner interface can leave through the interlayer if the silicon has empty states at their energy. Under a barrier of height $\Phi$ the wave amplitude decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\Phi}/\hbar$, so the probability carries the factor $e^{-2\kappa t_{IL}}$. With rough values of 3.1 eV for the barrier and half the free-electron mass, $\kappa=6.38\ \mathrm{nm^{-1}}$, and the factor is $e^{-2\times6.38\times0.70}=1.3\times10^{-4}$. For a rough attempt rate of $10^{13}$ per second the exchange time is about 0.8 ns. This is an order-of-magnitude estimate for a flat barrier. It means that the interlayer by itself does not hold such electrons in place for long. Electrons whose energy falls in the silicon band gap find no states to enter by this direct route. Those at the channel face have no interlayer to cross, and how long they stay depends on the traps, which the model does not describe.

**Temperature.** Between 300 K and 358 K the computed threshold without traps moves by $-60$ mV if the silicon band gap is held at 1.12 eV, while the shift between the two states at 358 K is again 0.4005 V. The real gap narrows on heating, which makes the fall of the threshold larger by roughly 20 mV. The two thresholds must therefore be compared at the same temperature. Otherwise a change due to temperature is mistaken for an effect of trapped charge. The figure of $-60$ mV is counted from the flat-band value at each temperature; the flat-band voltage itself also moves with temperature, which is not computed here.

**Carrier statistics and confinement.** In the classical solution, the peak electron density in the channel at threshold is 0.075 of $2.8\times10^{19}\ \mathrm{cm^{-3}}$, a rough value for the effective density of states of the silicon conduction band. Boltzmann statistics are therefore a fair approximation at that density. Full ionization of the acceptors is a further idealization: for boron at $10^{18}\ \mathrm{cm^{-3}}$, incomplete ionization in the neutral body lowers both thresholds by about 0.01 V and leaves their difference unchanged. The derivation does not rest on them, since it uses only some local function $\rho(\phi)$ that is the same in both states.

A local function does leave out quantum confinement. The silicon field at the surface is about 0.56 MV/cm, which would press a classical channel into a layer of about $0.0259\ \mathrm{V}/(0.56\ \mathrm{MV/cm})\approx0.5$ nm. Electron waves spread further than that, and confinement raises their energy. The real threshold therefore lies higher than the classical 1.2595 V, by roughly 0.1 V. The shift remains $qN/C$ if the electron waves end at the silicon surface: the silicon then obeys the same equations in both states, so equal channel density again means equal $\psi_s$ and $D_{Si}$.

**Small gates.** Under a gate of 50 nm by 50 nm the mean number of trapped electrons is

$$5\times10^{12}\ \mathrm{cm^{-2}}\times(5\times10^{-6}\ \mathrm{cm})^2=125 .$$

Suppose $M$ electrons fall independently on a large area, each with a small probability $p$ of landing under a given gate. The count under that gate has mean $Mp$ and variance $Mp(1-p)\approx Mp$. Its standard deviation is thus $\sqrt{125}=11.2$. Each electron contributes $0.4005/125=3.2$ mV to the shift averaged over the gate, so nominally identical transistors would differ with a standard deviation of 36 mV, or 9 per cent of the mean shift. This estimate spreads each electron's charge evenly over the gate and leaves out the uneven potential along the channel.

Finally, threshold can also be read at a fixed drain current instead of a fixed channel density. The two readings agree if the trapped electrons leave the mobility unchanged. If they lower it, more channel electrons are needed for the same current, and the measured shift exceeds $qN/C$. The program's results are listed in the numerical output below.

## Values computed for the example and the checks

```
Elementary charge: 1.6022e-19 C
Trapped electrons: 5.0e+12 1/cm2
Trapped charge, size: 0.801 uC/cm2
Stack capacitance: 2.00 uF/cm2
Threshold shift qN/C: 0.4005 V
Permittivities hafnia, interlayer, Si: 30.0, 3.9, 11.7
Interlayer thickness: 0.70 nm
Interlayer capacitance: 4.933 uF/cm2
Hafnia capacitance: 3.364 uF/cm2
Hafnia thickness: 7.90 nm
Silicon doping: 1.0e+18 1/cm3
Channel electrons at threshold: 1.0e+11 1/cm2
Poisson threshold, no traps: 1.2595 V
Poisson threshold, with traps: 1.6601 V
Poisson shift: 0.4005 V
Poisson shift, doping 1e17 1/cm3: 0.4005 V
Poisson shift at 358 K: 0.4005 V
Surface potential, no traps: 0.9715 V
Surface potential, with traps: 0.9715 V
Inner sheet, shift qN/C_fe: 0.2382 V
Inner sheet, Poisson shift: 0.2382 V
Polarization change considered: 1.0 uC/cm2
Shift from polarization change: -0.2973 V
Extra hafnia field: 0.302 MV/cm
Interlayer field, no traps: 1.67 MV/cm
Interlayer field, with traps: 3.99 MV/cm
Tunnel barrier: 3.1 eV
Tunnel mass: 0.5 electron masses
Attempt rate: 1e+13 1/s
Decay constant kappa: 6.38 1/nm
Tunnel factor of interlayer: 1.3e-04
Tunnel exchange time: 0.76 ns
Threshold change 300 to 358 K: -60 mV
Peak channel density / 2.8e19 1/cm3: 0.075
Gate side for counting noise: 50 nm
Mean trapped electrons under gate: 125
Standard deviation of count: 11.2
Standard deviation of shift: 36 mV
```
